# The WKB exponential and the missing prefactor of an abrupt barrier: test program

```python
# RESULT UNDER TEST: for an abrupt rectangular barrier with equal masses,
#   T / exp(-2 kappa d) -> g = 16 x (1-x),  x = E/V0,  when kappa d is large,
# so the bare WKB exponential is low by a factor 4 at half the barrier height.
# E: energy above the electrode band floor (eV); V0: barrier height (eV);
# d: width (nm); kappa: decay constant (1/nm); k: electrode wave number (1/nm);
# masses are in units of the free-electron mass. T: transmission probability.
# Reference values of T come from direct integration of the Schroedinger equation.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import digamma

C = 2 * sc.m_e * sc.e / sc.hbar**2 * 1e-18   # 2 m_e / hbar^2 in 1/(eV nm^2)
V0, EF, d, mass = 4.0, 2.0, 3.0, 0.2


def integrate_T(V, left, right, E, m_in=mass, m_el=mass, right_floor=0.0,
                max_step=np.inf, want_R=False):
    """Integrate psi and psi'/m backwards from a purely outgoing wave."""
    kL = np.sqrt(C * m_el * E)
    kR = np.sqrt(C * m_el * (E - right_floor))

    def rhs(x, y):
        return np.array([m_in * y[1], C * (V(x) - E) * y[0]])

    start = np.array([1.0 + 0j, 1j * kR / m_el])
    sol = solve_ivp(rhs, (right, left), start, method="DOP853",
                    rtol=1e-10, atol=1e-12, max_step=max_step)
    assert sol.success
    psi, slope = sol.y[:, -1]
    incident = (psi + slope * m_el / (1j * kL)) / 2
    reflected = (psi - slope * m_el / (1j * kL)) / 2
    T = kR / kL / abs(incident)**2
    return (T, abs(reflected / incident)**2) if want_R else T


def wkb(V, left, right, E):
    """Bare WKB exponential of any profile, by the midpoint rule."""
    n = 400000
    h = (right - left) / n
    x = left + (np.arange(n) + 0.5) * h
    return np.exp(-2 * h * np.sum(np.sqrt(C * mass * np.maximum(V(x) - E, 0))))


def flat(x):
    return V0 + 0 * x


def kappa(E):
    return np.sqrt(C * mass * (V0 - E))


def bare(E, width=d):
    return np.exp(-2 * kappa(E) * width)


def prefactor(E):
    return 16 * E / V0 * (1 - E / V0)


def closed_T(E, width=d):
    g, q = prefactor(E), bare(E, width)
    return g * q / (1 + (g - 2) * q + q * q)


# --- exact transmission, including thin barriers, and flux conservation
for width in (0.2, 0.6, 3.0):
    for E in (0.1, 1.0, 2.0, 3.0, 3.9):
        T, R = integrate_T(flat, 0, width, E, want_R=True)
        assert abs(T / closed_T(E, width) - 1) < 1e-6
        assert abs(T + R - 1) < 1e-7
        k, K = np.sqrt(C * mass * E), kappa(E)
        t_in, t_out = 2 * k / (k + 1j * K), 2 * K / (K - 1j * k)
        rho = (K + 1j * k) / (K - 1j * k)
        t = t_in * t_out * np.exp(-K * width) / (1 - rho**2 * np.exp(-2 * K * width))
        assert abs(abs(t)**2 / T - 1) < 1e-6
        sinh_form = 1 / (1 + V0**2 * np.sinh(K * width)**2 / (4 * E * (V0 - E)))
        assert abs(sinh_form / T - 1) < 1e-6
thin_half = integrate_T(flat, 0, 0.2, V0 / 2)
assert abs(thin_half * np.cosh(kappa(V0 / 2) * 0.2)**2 - 1) < 1e-7
T_top = integrate_T(flat, 0, d, V0)
assert abs(T_top * (1 + C * mass * V0 * d**2 / 4) - 1) < 1e-7


# --- maximum and unit crossings of the numerically found ratio
def ratio(E):
    return integrate_T(flat, 0, d, E) / bare(E)


peak = minimize_scalar(lambda E: -ratio(E), bounds=(1, 3), method="bounded")
assert abs(peak.x / V0 - 0.5) < 1e-3 and abs(-peak.fun - 4) < 1e-5
E_low = brentq(lambda E: ratio(E) - 1, 0.05, 1.0)
E_high = brentq(lambda E: ratio(E) - 1, 3.0, 3.95)
assert abs(E_low / V0 - (1 - np.sqrt(3) / 2) / 2) < 1e-5
# the upper crossing is shifted slightly because the film is less thick there
assert abs(E_high / V0 - (1 + np.sqrt(3) / 2) / 2) < 2e-3

print(f"Barrier height above band floor: {V0:.1f} eV; Fermi energy: {EF:.1f} eV")
print(f"Film thickness: {d:.1f} nm; mass everywhere: {mass:.2f} m_e")
print(f"kappa at Fermi energy: {kappa(EF):.4f} 1/nm")
print(f"Exponent 2 kappa d: {2 * kappa(EF) * d:.3f}")
for E in (0.1, 1.0, 2.0, 3.0, 3.9):
    T = integrate_T(flat, 0, d, E)
    print(f"E={E:.1f} eV: T={T:.4e}, bare={bare(E):.4e}, "
          f"ratio={T / bare(E):.4f}, g={prefactor(E):.4f}")
print(f"Numerical maximum of ratio: {-peak.fun:.4f} at E/V0={peak.x / V0:.4f}")
print(f"Ratio equals one at E = {E_low:.4f} eV and {E_high:.4f} eV")
print(f"T at the barrier top, E=V0: {T_top:.5f}")
k, K = np.sqrt(C * mass * EF), kappa(EF)
print(f"Interface factors at Fermi energy: {abs(2*k/(k+1j*K))**2:.4f} (entry), "
      f"{abs(2*K/(K-1j*k))**2:.4f} (exit)")

# --- cause: smoothing the edges removes the prefactor
D, smooth = 10.0, []
for w in (0.002, 0.1, 0.5, 2.0):
    def soft(x, w=w):
        return V0 / 2 * (np.tanh(x / w) - np.tanh((x - D) / w))
    a, b = -10 * w, D + 10 * w
    r = integrate_T(soft, a, b, EF, max_step=2 * w) / wkb(soft, a, b, EF)
    smooth.append(r)
    print(f"Smoothed {D:.0f} nm barrier, edge length {w:.3f} nm: T/WKB={r:.4f}")
assert abs(smooth[0] - 4) < 0.08 and abs(smooth[-1] - 1) < 0.1
assert all(np.diff(smooth) < 0)

# --- thickness series and single-thickness error
T0 = integrate_T(flat, 0, d, EF)
slope = np.log(T0 / integrate_T(flat, 0, d + 1, EF))
assert abs(slope / (2 * kappa(EF)) - 1) < 1e-7
shift = np.log(prefactor(EF)) / (2 * kappa(EF))
assert abs(bare(EF, d - shift) / T0 - 1) < 1e-6
print(f"Slope of -ln T from 3 and 4 nm films: {slope:.4f} 1/nm")
print(f"Thickness error from bare exponential: {shift:.4f} nm")

# --- low-bias conductance: mode sum against integral over normal energy
I_exact = quad(closed_T, 0, EF, epsabs=0, epsrel=1e-9)[0]
I_bare = quad(bare, 0, EF, epsabs=0, epsrel=1e-9)[0]
box = 100.0
n = np.arange(-60, 61)
k2 = (2 * np.pi / box)**2 * (n[:, None]**2 + n[None, :]**2)
normal_E = EF - k2 / (C * mass)
mode_sum = np.sum(closed_T(normal_E[normal_E > 0])) / box**2
density = C * mass / (4 * np.pi)
assert abs(mode_sum / (density * I_exact) - 1) < 1e-3
G_unit = 2 * sc.e**2 / sc.h * density * 1e14
print(f"Low-bias conductance, exact T: {G_unit * I_exact:.3f} S/cm2")
print(f"Low-bias conductance, bare exponential: {G_unit * I_bare:.3f} S/cm2")
print(f"Energy-averaged prefactor of conductance: {I_exact / I_bare:.4f}")


# --- unequal masses; barrier above the Fermi level stays V0-EF
def mass_prefactor(E, gap_to_top, m_el):
    r2 = m_el * gap_to_top / (mass * E)
    return 16 * r2 / (1 + r2)**2


for E, m_el in ((2.0, 1.0), (7.0, 1.0), (10.0, 1.0)):
    top = E + V0 - EF
    T = integrate_T(lambda x: top, 0, d, E, m_el=m_el)
    g = T / bare(EF)
    assert abs(g / mass_prefactor(E, V0 - EF, m_el) - 1) < 1e-6
    if E == 10.0:   # here E/top = m_el/(m_el+mass), the predicted maximum
        assert abs(E / top - m_el / (m_el + mass)) < 1e-12 and abs(g - 4) < 1e-5
    print(f"Electrode mass {m_el:.1f} m_e, band depth {E:.0f} eV: prefactor={g:.4f}")

# --- image forces between two metal planes, checked by summing image charges
eps_fast = 4.5
unit = sc.e / (16 * np.pi * sc.epsilon_0 * eps_fast * d * 1e-9)


def image(x):
    u = np.clip(x / d, 1e-9, 1 - 1e-9)
    return unit * (digamma(u) + digamma(1 - u) + 2 * np.euler_gamma)


j = np.arange(1, 200001)
for x in (0.3, 1.5):
    charges = (np.sum(2 / (2 * j * d) - 1 / (2 * j * d - 2 * x)
                      - 1 / (2 * j * d + 2 * x)) - 1 / (2 * x))
    energy = sc.e / (8 * np.pi * sc.epsilon_0 * eps_fast * 1e-9) * charges
    assert abs(energy / image(x) - 1) < 1e-6


def with_image(x):
    return np.maximum(V0 + image(x), 0.0)


T_im = integrate_T(with_image, 0, d, EF, max_step=0.005)
g_im = T_im / wkb(with_image, 0, d, EF)
assert g_im > 1.5
print(f"Fast relative permittivity (rough): {eps_fast:.1f}")
print(f"Image lowering at mid-film: {-image(d / 2):.4f} eV")
print(f"Image forces: T changes by factor {T_im / T0:.3f}; T/own WKB={g_im:.3f}")

# --- applied field and residual depolarization field
F = 0.1            # V/nm
breakdown = 4.0    # MV/cm, rough


def biased(x):
    return V0 - F * x


def tilted(x):
    return V0 + F * (d / 2 - x)


T_bias = integrate_T(biased, 0, d, EF, right_floor=-F * d)
T_tilt = integrate_T(tilted, 0, d, EF)
print(f"Applied field: {10 * F:.1f} MV/cm, bias {F * d:.2f} V; "
      f"rough breakdown field {breakdown:.1f} MV/cm")
print(f"Applied bias: T changes by factor {T_bias / T0:.3f}; "
      f"T/own WKB={T_bias / wkb(biased, 0, d, EF):.3f}")
print(f"Depolarization tilt of {10 * F:.1f} MV/cm: T factor {T_tilt / T0:.4f}")

# --- temperature
temperature = 300.0
kT = sc.k * temperature / sc.e


def thermal_weight(E):
    return closed_T(E) / (4 * kT * np.cosh((E - EF) / (2 * kT))**2)


warm = quad(thermal_weight, EF - 0.6, EF + 0.6, points=[EF], epsabs=0,
            epsrel=1e-8)[0] / closed_T(EF)
print(f"Broadening at {temperature:.0f} K: T factor {warm:.4f}")
print(f"Boltzmann factor for the barrier top: {np.exp(-(V0 - EF) / kT):.2e}")

# --- material uncertainty, two-band dispersion, trap hop
light = 0.15
T_light = integrate_T(flat, 0, d, EF, m_in=light, m_el=light)
T_thin = integrate_T(flat, 0, d - 0.1, EF)
print(f"Mass {light:.2f} m_e instead of {mass:.2f}: T factor {T_light / T0:.2f}")
print(f"Film thinner by 0.1 nm: T factor {T_thin / T0:.3f}")
gap, depth = 5.7, V0 - EF
kappa_two = kappa(EF) * np.sqrt(1 - depth / gap)
coupling = np.sqrt(gap / (C * mass))
H = np.array([[gap / 2, 1j * coupling * kappa_two],
              [1j * coupling * kappa_two, -gap / 2]])
assert abs(max(np.linalg.eigvals(H).real) - (gap / 2 - depth)) < 1e-9
print(f"Two-band oxide, gap {gap:.1f} eV (rough): kappa={kappa_two:.4f} 1/nm, "
      f"exponential factor {np.exp(2 * (kappa(EF) - kappa_two) * d):.1f}")
print(f"Hop over half the film: exponential gain {bare(EF, d/2) / bare(EF):.3e}")
print("OK")
```

It prints:

```
Barrier height above band floor: 4.0 eV; Fermi energy: 2.0 eV
Film thickness: 3.0 nm; mass everywhere: 0.20 m_e
kappa at Fermi energy: 3.2402 1/nm
Exponent 2 kappa d: 19.441
E=0.1 eV: T=6.3221e-13, bare=1.6210e-12, ratio=0.3900, g=0.3900
E=1.0 eV: T=1.3691e-10, bare=4.5636e-11, ratio=3.0000, g=3.0000
E=2.0 eV: T=1.4418e-08, bare=3.6046e-09, ratio=4.0000, g=4.0000
E=3.0 eV: T=3.2131e-06, bare=1.0710e-06, ratio=3.0000, g=3.0000
E=3.9 eV: T=5.1546e-03, bare=1.2944e-02, ratio=0.3982, g=0.3900
Numerical maximum of ratio: 4.0000 at E/V0=0.5000
Ratio equals one at E = 0.2679 eV and 3.7323 eV
T at the barrier top, E=V0: 0.02073
Interface factors at Fermi energy: 2.0000 (entry), 2.0000 (exit)
Smoothed 10 nm barrier, edge length 0.002 nm: T/WKB=3.9548
Smoothed 10 nm barrier, edge length 0.100 nm: T/WKB=2.3948
Smoothed 10 nm barrier, edge length 0.500 nm: T/WKB=1.2411
Smoothed 10 nm barrier, edge length 2.000 nm: T/WKB=1.0531
Slope of -ln T from 3 and 4 nm films: 6.4804 1/nm
Thickness error from bare exponential: 0.2139 nm
Low-bias conductance, exact T: 9.823 S/cm2
Low-bias conductance, bare exponential: 2.523 S/cm2
Energy-averaged prefactor of conductance: 3.8936
Electrode mass 1.0 m_e, band depth 2 eV: prefactor=2.2222
Electrode mass 1.0 m_e, band depth 7 eV: prefactor=3.8754
Electrode mass 1.0 m_e, band depth 10 eV: prefactor=4.0000
Fast relative permittivity (rough): 4.5
Image lowering at mid-film: 0.0739 eV
Image forces: T changes by factor 4.165; T/own WKB=3.408
Applied field: 1.0 MV/cm, bias 0.30 V; rough breakdown field 4.0 MV/cm
Applied bias: T changes by factor 2.091; T/own WKB=3.957
Depolarization tilt of 1.0 MV/cm: T factor 1.0033
Broadening at 300 K: T factor 1.0273
Boltzmann factor for the barrier top: 2.52e-34
Mass 0.15 m_e instead of 0.20: T factor 13.53
Film thinner by 0.1 nm: T factor 1.912
Two-band oxide, gap 5.7 eV (rough): kappa=2.6105 1/nm, exponential factor 43.7
Hop over half the film: exponential gain 1.666e+04
OK
```
